# Electrostatic energy of triangular and square two-dimensional Wigner crystals

## Problem

Point ions of charge $q=Ze$ sit on a plane lattice with one ion per cell and areal density $n$. A uniform, rigid charge density $-qn$ fills the same plane, and the surrounding medium has permittivity $\varepsilon$. The model represents multivalent counterions held against a strongly charged wall, where mean-field theory, which smears the ions into a continuous density, misses the energy gained when they avoid one another.

1. Estimate the electrostatic energy per ion without summing over a lattice.
2. Calculate it by Ewald summation for the triangular and the square lattice at equal density. Which is lower, and by how much?
3. Is the square lattice stable against a change of shape at fixed density?
4. Evaluate the result for trivalent ions at a silica wall of charge $-20\ \mu\mathrm{C/cm^2}$ in water at 298.15 K, and decide whether a crystal is to be expected.

The energy is the static one, with no thermal or zero-point motion. It includes the ion–ion, ion–background and background–background terms, but not the infinite self-energy of a point ion.

## First estimate by scaling

The model contains one length, $n^{-1/2}$, and one energy built from it,

$$U_0=\frac{q^2\sqrt n}{4\pi\varepsilon}.$$

The energy per ion must therefore be $E=-c\,U_0$, with a number $c$ that depends on the shape of the lattice.

To estimate $c$, give each ion a disc of background that neutralises it. The disc radius $a$ follows from $\pi a^2n=1$. Both energies of the disc are written below in units of $q^2/(4\pi\varepsilon)$.

The ion at the centre interacts with the disc:

$$-n\int_0^a\frac{2\pi r\,dr}{r}=-2\pi na=-2\sqrt{\pi n}.$$

The self-energy of the disc is found by building it up ring by ring. At the rim of a disc of radius $b$ and unit charge density, polar coordinates centred on the rim point give the potential

$$\int_{-\pi/2}^{\pi/2}d\theta\int_0^{2b\cos\theta}dr=4b.$$

Adding rings of charge $2\pi nb\,db$ at the potential $4nb$ costs

$$\int_0^a 4nb\,(2\pi nb)\,db=\frac{8\pi n^2a^3}{3}=\frac{8\sqrt n}{3\sqrt\pi}.$$

Hence

$$c_{\rm disc}=2\sqrt\pi-\frac{8}{3\sqrt\pi}=3.545-1.505=2.040 .$$

This estimate depends on density alone, so it cannot rank two lattices. It also leaves out the true shape of the cells and the forces between them.

## Exact solution

**From potential to energy.** Divide the plane into neutral cells, each centred on its ion. A cell has no net charge and, by inversion symmetry, no dipole. Its in-plane potential $v(\mathbf r)$ falls as $r^{-3}$, so the total potential $V(\mathbf r)=\sum_{\mathbf R}v(\mathbf r-\mathbf R)$ converges without any convention about the order of summation.

The mean of $V$ over a cell equals $n$ times the integral of $v$ over the whole plane. Integrate $v$ over a large disc of radius $L$. By exchange of the two integrations, this is the charge of one cell weighted with the potential $F_L(\mathbf r')$ of a uniformly charged disc. By scaling, $F_L(\mathbf r')=Lf(r'/L)$, with $f$ smooth and even near the centre, so

$$F_L(\mathbf r')=Lf(0)+O(r'^2/L).$$

The constant is multiplied by the zero charge of the cell, and the rest vanishes as $L\to\infty$. The mean of $V$ is therefore zero, and the uniform background contributes nothing through its own half-share of the energy. What remains is

$$E=\tfrac12 q\varphi,$$

where $\varphi$ is the potential at an ion from everything except that ion. The factor ½ prevents double counting of pairs.

**Fourier series of the potential.** Splitting $1/r$ requires one transform. The substitution $u=rt$ shows that

$$\frac{\operatorname{erfc}(\alpha r)}r=\frac2{\sqrt\pi}\int_\alpha^\infty e^{-r^2t^2}dt .$$

The two-dimensional transform of $e^{-r^2t^2}$ is $(\pi/t^2)e^{-G^2/4t^2}$. With $u=1/t$, the transform of $\operatorname{erfc}(\alpha r)/r$ becomes

$$2\sqrt\pi\int_0^{1/\alpha}e^{-G^2u^2/4}du=\frac{2\pi}{G}\operatorname{erf}\!\left(\frac{G}{2\alpha}\right).$$

Its value at $G=0$ is $2\sqrt\pi/\alpha$. As $\alpha\to0$ it gives $2\pi/G$, the transform of $1/r$.

A periodic sum $\sum_{\mathbf R}g(\mathbf r-\mathbf R)$ has Fourier coefficients $n\hat g(\mathbf G)$ at the reciprocal vectors $\mathbf G$. The uniform background has none at $\mathbf G\ne0$, and the mean of $V$ is zero. Therefore

$$\frac{4\pi\varepsilon}{q}V(\mathbf r)=n\sum_{\mathbf G\ne0}\frac{2\pi}{G}e^{i\mathbf G\cdot\mathbf r}.$$

**Ewald's split.** This series converges slowly. Write $1=\operatorname{erfc}(G/2\alpha)+\operatorname{erf}(G/2\alpha)$ in each term. The first part converges rapidly as it stands. The second is the series of $\sum_{\mathbf R}\operatorname{erfc}(\alpha|\mathbf r-\mathbf R|)/|\mathbf r-\mathbf R|$ without its $G=0$ term, which is $2\sqrt\pi\,n/\alpha$. Thus

$$\frac{4\pi\varepsilon}{q}V(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\alpha|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+2\pi n\sum_{\mathbf G\ne0}\frac{\operatorname{erfc}(G/2\alpha)}{G}e^{i\mathbf G\cdot\mathbf r}-\frac{2\sqrt\pi\,n}{\alpha}.$$

To obtain $\varphi$, subtract the ion's own $1/r$ and let $r\to0$. The term $\mathbf R=0$ leaves $[\operatorname{erfc}(\alpha r)-1]/r=-\operatorname{erf}(\alpha r)/r\to-2\alpha/\sqrt\pi$, so

$$\frac{4\pi\varepsilon}{q}\varphi=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\alpha R)}R+2\pi n\sum_{\mathbf G\ne0}\frac{\operatorname{erfc}(G/2\alpha)}G-\frac{2\alpha}{\sqrt\pi}-\frac{2\sqrt\pi\,n}{\alpha}.$$

The left side does not contain $\alpha$, so $\alpha$ may be chosen for convenience.

**One sum instead of two.** Turn a lattice vector by 90° and multiply it by $2\pi n$: $\mathbf G=2\pi n\,\hat{\mathbf z}\times\mathbf R$. For any lattice vector $\mathbf R'$,

$$\mathbf G\cdot\mathbf R'=2\pi n\,\hat{\mathbf z}\cdot(\mathbf R\times\mathbf R').$$

The cross product is an integer multiple of the cell area $1/n$, so $\mathbf G\cdot\mathbf R'$ is a multiple of $2\pi$ and $\mathbf G$ is a reciprocal vector. The vectors so made have cell area $(2\pi n)^2/n=(2\pi)^2n$, which is that of the reciprocal lattice, so none is missed.

Now choose $\alpha=\sqrt{\pi n}$ and let $s=R\sqrt n$. Then $G/2\alpha=\sqrt\pi\,s$ and $2\pi n/G=1/R$, so the two sums are equal. Each of the two constants is $2\sqrt n$. Hence

$$\frac{4\pi\varepsilon}{q}\varphi=\sqrt n\,(2S-4),\qquad S=\sum_{s\ne0}\frac{\operatorname{erfc}(\sqrt\pi\,s)}{s},$$

and $E=\frac12q\varphi$ gives

$$\boxed{E=-c\,U_0,\qquad c=2-S.}$$

The lattice enters through the small correction $S$.

**The two lattices.** For triangular spacing $a_t$, the cell area is $\sqrt3a_t^2/2=1/n$. The six nearest neighbours lie at $s=(2/\sqrt3)^{1/2}=1.0746$ and the next six at $\sqrt3$ times that. For the square lattice, four neighbours lie at $s=1$ and four at $\sqrt2$.

| Contribution to $S$ | Triangular | Square |
|---|---:|---:|
| first shell | 0.039474 | 0.048756 |
| second shell | 0.000010 | 0.001111 |

Further shells change $c$ by about $10^{-6}$ or less. The sums give

$$c_{\rm tri}=1.96052,\qquad c_{\rm sq}=1.95013 .$$

The triangular lattice is lower by $0.01038\,U_0$, or 0.53 % of the square-lattice energy. It has more nearest neighbours, but they are 7.5 % farther away, and the steep fall of erfc outweighs their number. The shell terms belong to this choice of $\alpha$ and are not separate physical pair energies.

**Shape stability.** The formula for $c$ holds for any lattice with one ion per cell, so the shape can be varied at fixed density. A rhombus with an angle of 80° has $c=1.95225$, which is lower in energy than the square. A rectangle with sides in the ratio 1.10 has $c=1.94725$, which is higher.

Evaluated every 2°, the energy falls at each step from the square at 90° to the triangular lattice at 60°. For rectangles it rises at each step of 0.05 in the side ratio, from 1 to 1.5. By symmetry neither deformation has a linear term at the square, since angles on either side of 90° are equivalent, as are a side ratio and its inverse. The square lattice is thus a saddle and gives way to a rhombic shear.

The triangular lattice was also the lowest of 121 shapes with lattice vectors proportional to $(1,0)$ and $(x,f\sqrt{1-x^2})$, with $x$ from 0 to ½ and $f$ from 1 to 2. This is numerical evidence for its being the lowest such lattice, not a proof.

## Comparison of estimate and solution

The disc value 2.040 makes the triangular crystal 4.1 % too strongly bound. Part of what it omits can be given a sign. Seen from afar, a neutral cell with an isotropic mean square radius $m$ acts like the charge density $-(qm/4)\nabla^2\delta(\mathbf r)$. Two such cells interact in proportion to $(m/4)^2\nabla^4(1/r)=9m^2/(16r^5)$, which is positive. This leading long-distance repulsion reduces the binding.

The error of the disc estimate, 0.080, is nearly eight times the difference between the lattices. Scaling gives the size of the energy and its dependence on density; the choice of lattice needs the full sum.

## Trivalent ions at a silica wall

The ions are taken as chemically inert and as neutralising the wall by themselves. Then

$$n=\frac{0.200\ \mathrm{C/m^2}}{3\times1.602\times10^{-19}\ \mathrm C}=4.161\times10^{17}\ \mathrm{m^{-2}}=0.4161\ \mathrm{nm^{-2}}.$$

The spacing is 1.67 nm for the triangular lattice and 1.55 nm for the square one. With relative permittivity 78 for water and $e^2/(4\pi\varepsilon_0)=1440$ meV nm,

$$U_0=\frac{9\times1440\times\sqrt{0.4161}}{78}=107.2\ \mathrm{meV}.$$

Here $k_BT=25.69$ meV, so

- $E_{\rm tri}=-1.96052\,U_0=-210.1$ meV $=-8.18\,k_BT$;
- $E_{\rm sq}=-1.95013\,U_0=-209.0$ meV $=-8.13\,k_BT$;
- the gap is 1.11 meV $=0.043\,k_BT$.

**Thermal motion.** Move one ion while its neighbours stay fixed. The uniform background exerts no in-plane force, and the in-plane Laplacian of $1/r$ is $2/r^3-1/r^3=1/r^3$. Sixfold symmetry makes the spring constant isotropic, so each direction receives half the Laplacian:

$$k=\frac12\,\frac{q^2}{4\pi\varepsilon}\sum_{\mathbf R\ne0}\frac1{R^3}=\frac{8.893}{2}\,nU_0=198\ \mathrm{meV/nm^2}.$$

The number 8.893 is $\sum s^{-3}$, summed directly to $s=250$ with an integral for the remainder. Two directions give $\langle u^2\rangle=2k_BT/k$ and a root-mean-square displacement of 0.51 nm, or 0.31 of the spacing. A Boltzmann average over the full, anharmonic cage potential gives 0.48 nm, so the harmonic form is adequate. The doubtful step at so large an excursion is holding the neighbours fixed.

The coupling parameter is $\sqrt\pi\,U_0/k_BT=7.4$, whereas the classical form of this model freezes only near a value of roughly 130. The displacement estimated above varies as the inverse square root of this parameter, so at freezing it would be only about 0.07 of the spacing. The layer should be a correlated liquid. The lattice energy sets the scale of its correlation energy; it is no evidence of a crystal.

**Distance from the wall.** Let the ion centres lie $d=0.4$ nm from the surface charge. The weaker ion–background attraction costs, in units of $q^2/(4\pi\varepsilon)$,

$$2\pi n\int_0^\infty\left(1-\frac r{\sqrt{r^2+d^2}}\right)dr=2\pi nd .$$

This is 174 meV per ion, the mean-field energy of the gap between two charged sheets. It is the same for both lattices and cancels most of the 210 meV.

**Dielectric images.** Silica has a relative permittivity of roughly 4. In the water, the wall acts on an ion through an image charge $\Delta q$ at the mirror point. Continuity of the potential and of the normal displacement requires $1-\Delta=(\varepsilon_s/\varepsilon_w)(1+\Delta)$, hence

$$\Delta=\frac{\varepsilon_w-\varepsilon_s}{\varepsilon_w+\varepsilon_s}=\frac{74}{82}=0.902 .$$

The image lattice lies $2d$ below the ions. Laplace's equation makes each of its Fourier components decay as $e^{-Gz}$ with height $z$, so the added energy is

$$\frac{q^2}{4\pi\varepsilon}\,\Delta\,\pi n\sum_{\mathbf G\ne0}\frac{e^{-2Gd}}G .$$

A factor ½ is included because the image grows with the charge itself. The $G=0$ part is absent because the mean field in the solid is zero. The sum gives 8.8 meV for the triangular and 9.2 meV for the square lattice, which widens the gap from 1.11 to 1.54 meV. The images of the neighbours also stiffen the cage around an ion: the root-mean-square displacement found above falls from 0.51 to 0.41 nm, which is still 0.25 of the spacing. Since the images strengthen the repulsion between ions by less than a factor $1+\Delta=1.9$, the coupling stays far below the freezing value.

**Discrete wall charges.** Real surface charge sits on separate groups. As a model, place elementary charges on a square array of density $n_s=\sigma/e$, with $\sigma$ the magnitude of the wall charge; the spacing is 0.90 nm. At the boundary their potential in the water is enhanced by $1+\Delta$. Moving one trivalent ion from above a charge to the centre $\mathbf r_h$ of a square then costs

$$\frac{Ze^2(1+\Delta)}{4\pi\varepsilon}\,2\pi n_s\sum_{\mathbf G\ne0}\frac{1-\cos(\mathbf G\cdot\mathbf r_h)}G\,e^{-Gd}=58\ \mathrm{meV},$$

where $\mathbf G$ now belongs to the array of wall charges. This is nearly forty times the gap of 1.54 meV found with the same dielectric images, and about fifty times the gap without them. In this model the pull of the wall charges far exceeds the preference for one ideal lattice over the other, though the ions' mutual repulsion still keeps most of them apart.

**Salt.** For 10 mmol/L of monovalent salt the Debye length is $\lambda=3.03$ nm. As a rough measure, replace $1/R$ by $e^{-R/\lambda}/R$, as if electrolyte filled both sides of the plane. At equal density the background terms cancel in the difference, and the gap becomes 1.09 meV, a change of about 2 %.

**How far the numbers carry over.** The setting resembles silica in an alkaline polishing slurry, with rough parameters. A wall charge of $20\ \mu\mathrm{C/cm^2}$ is high, and many trivalent ions hydrolyse in alkali, hence the assumption of an inert complex ion. Since $n=\sigma/(Ze)$, the energy scales as $Z^{3/2}\sigma^{1/2}/\varepsilon$: a quarter of the wall charge halves both lattice energies and their gap. Bulk permittivity at nanometre distances is a further assumption, and half the permittivity would double them. At fixed charge and permittivity, the ion–wall distance is the largest of the corrections to the total energy sized here. Thermal motion alone already makes a crystal unlikely, and discrete wall charges would disturb an ideal lattice further.
